# Why the adiabatic LDA kernel fails for electron-gas correlation energies: a program that tests the result

```python
# Result under test (uniform unpolarized electron gas, Hartree atomic units):
# a kernel f that is constant in wave vector q gives a correlation structure
# factor S ~ -2 n f / q^2, hence a pair function g_c ~ -f/(2 pi r) at small r
# and an energy error ~ 1/Q for a wave-vector cutoff Q (RPA: 1/Q^3).
# Symbols: n density, rs density parameter, kF Fermi wave vector, lam coupling
# constant, u imaginary frequency, chi0 non-interacting response function.
# S and g_c below are averages over lam from 0 to 1.
# "ALDAx" = exchange-only adiabatic LDA, "ALDA" = with correlation,
# "rALDA" = ALDAx below 2 kF and f = -v above, so nothing comes from q > 2 kF.
import numpy as np
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf.dft import libxc

pi = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def unit_gauss(count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (x + 1), 0.5 * w


ZETA, W_ZETA = np.polynomial.legendre.leggauss(16)
T_U, W_U = unit_gauss(100)
T_L, W_L = unit_gauss(12)
LAM, W_LAM = T_L**2, 2 * T_L * W_L      # denser nodes at weak coupling
T_Q, W_Q = unit_gauss(40)


def gas(rs):
    n = 3 / (4 * pi * rs**3)
    return n, (3 * pi**2 * n) ** (1 / 3)


def chi0(q, u, kF):
    """Lindhard function at imaginary frequency; the Gauss sum over the Fermi
    sphere is used where the closed form would lose digits."""
    Q, w = np.broadcast_arrays(q / (2 * kF), u / (q * kF))
    closed = kF / (2 * pi**2) * (
        (Q**2 - w**2 - 1) / (4 * Q)
        * np.log((w**2 + (Q + 1)**2) / (w**2 + (Q - 1)**2))
        - 1 + w * (np.arctan((1 + Q) / w) + np.arctan((1 - Q) / w)))
    d = Q[..., None] + ZETA
    total = (W_ZETA * (1 - ZETA**2) * d / (w[..., None]**2 + d**2)).sum(-1)
    summed = -kF / (4 * pi**2 * Q) * total
    return np.where(Q**2 + w**2 > 9, summed, closed)


def lda_kernel(name, n):
    """Second density derivative of the LDA energy density, by differences."""
    n = np.atleast_1d(np.asarray(n, dtype=float))
    h = 1e-3
    up = np.ravel(libxc.eval_xc(name, n * (1 + h), spin=0, deriv=1)[1][0])
    dn = np.ravel(libxc.eval_xc(name, n * (1 - h), spin=0, deriv=1)[1][0])
    return (up - dn) / (2 * h * n)


def kernel(kind, rs, lam):
    n, kF = gas(rs)
    lam = np.atleast_1d(lam)
    if kind == "RPA":
        return 0 * lam
    f = -lam * pi / kF**2
    if kind == "ALDA":
        f = f + lda_kernel("LDA_C_PW", n / lam**3) / lam
    return f


def structure(q, rs, kind):
    """Coupling-averaged correlation structure factor for an array of q."""
    n, kF = gas(rs)
    q = np.atleast_1d(np.asarray(q, dtype=float))
    y = T_U / (1 - T_U)
    scale = (q**2 / 2 + q * kF)[:, None]
    u = scale * y**2
    du = scale * 2 * y * W_U / (1 - T_U)**2
    x0 = chi0(q[:, None], u, kF)
    f = kernel(kind, rs, LAM)
    result = np.zeros(len(q))
    for lam, weight, f_lam in zip(LAM, W_LAM, f):
        a = (lam * 4 * pi / q**2 + f_lam)[:, None]
        result -= weight * (du * a * x0**2 / (1 - a * x0)).sum(1) / (pi * n)
    return result


def q_nodes(lo, hi):
    if lo == 0:
        return hi * T_Q**2, 2 * hi * T_Q * W_Q
    if np.isinf(hi):
        return lo / T_Q, lo / T_Q**2 * W_Q
    length = np.log(hi / lo)
    q = lo * np.exp(length * T_Q)
    return q, q * length * W_Q


def energy(rs, kind, lo, hi):
    """Energy per electron from wave vectors lo..hi, given in units of kF."""
    kF = gas(rs)[1]
    q, w = q_nodes(lo * kF, hi * kF)
    return (w * structure(q, rs, kind)).sum() / pi


def on_top(rs, kind, lo, hi):
    """Contribution of wave vectors lo..hi (units of kF) to g_c(r=0)."""
    n, kF = gas(rs)
    q, w = q_nodes(lo * kF, hi * kF)
    return (w * q**2 * structure(q, rs, kind)).sum() / (2 * pi**2 * n)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


rs = 4.0
n, kF = gas(rs)
f_x = -pi / kF**2

# Response function against its defining momentum integral.
for x, w in ((0.5, 0.3), (1.3, 0.4), (2.5, 1.0), (9.0, 20.0)):
    q, u = x * kF, w * kF**2

    def integrand(z):
        gap = q**2 / 2 + q * z
        return -(kF**2 - z**2) * gap / (gap**2 + u**2) / (2 * pi**2)
    direct = quad(integrand, -kF, kF, epsabs=1e-13, limit=200)[0]
    assert close(float(chi0(q, u, kF)), direct, 1e-7)

# Exchange kernel against numerical derivative of the LDA potential.
assert close(f_x, lda_kernel("LDA_X", n)[0], 1e-5)

# Coupling average against its analytic logarithm.
for x in (0.7, 3.0):
    q = x * kF
    a = 4 * pi / q**2 + f_x

    def log_form(u):
        c = float(chi0(q, u, kF))
        y = -a * c
        return -c * (np.log1p(y) / y - 1) / (pi * n)
    s_log = (quad(log_form, 0, 5, limit=300)[0]
             + quad(log_form, 5, np.inf, limit=300)[0])
    assert close(structure(q, rs, "ALDAx")[0], s_log, 1e-5)

# High-density RPA energy must follow (1 - ln 2)/pi^2 * ln(rs).
e_a = energy(1e-3, "RPA", 0, 2) + energy(1e-3, "RPA", 2, np.inf)
e_b = energy(1e-2, "RPA", 0, 2) + energy(1e-2, "RPA", 2, np.inf)
log_slope = (e_b - e_a) / np.log(10)
assert close(log_slope, (1 - np.log(2)) / pi**2, 0.02)

# Large-q laws and the sign change at 2 kF.
far = 200 * kF
s_far_rpa = structure(far, rs, "RPA")[0]
s_far_x = structure(far, rs, "ALDAx")[0]
s_far_xc = structure(far, rs, "ALDA")[0]
f_mean_xc = quad(lambda t: kernel("ALDA", rs, t)[0], 1e-4, 1, limit=200)[0]
assert close(far**4 * s_far_rpa, -4 * pi * n, 2e-3)
assert close(far**2 * s_far_x, pi * n / kF**2, 2e-3)
assert close(far**2 * s_far_xc, -2 * n * f_mean_xc, 2e-3)
near_node = structure(np.array([1.99, 2.01]) * kF, rs, "ALDAx")
assert near_node[0] < 0 < near_node[1]

# Pair function by numerical Fourier transform, without the asymptotic form.
x_grid = np.geomspace(1e-3, 1e6, 600)


def pair_function(kind):
    s = structure(x_grid * kF, rs, kind)
    spline = CubicSpline(np.log(x_grid), s * (1 + x_grid**2))

    def source(x):
        return x * float(spline(np.log(max(x, 1e-3)))) / (1 + x * x)

    def g(rho):
        head = quad(source, 0, 20, weight="sin", wvar=rho, limit=300)[0]
        tail = quad(source, 20, np.inf, weight="sin", wvar=rho,
                    epsabs=1e-9, limlst=200, limit=300)[0]
        return 1.5 * (head + tail) / rho
    return g


g_rpa, g_x = pair_function("RPA"), pair_function("ALDAx")
rhos = (1.0, 0.1, 0.02, 0.01)
g_table = [(rho, g_rpa(rho), g_x(rho)) for rho in rhos]
c_coarse = 0.02 / kF * g_table[2][2]
c_fine = 0.01 / kF * g_table[3][2]
c_limit = 2 * c_fine - c_coarse
assert close(c_limit, 1 / (4 * kF**2), 3e-3)
top_rpa = on_top(rs, "RPA", 0, 2) + on_top(rs, "RPA", 2, np.inf)
assert abs(g_table[3][1] - top_rpa) < 0.02

# Growth of the on-top value with cutoff.
top_in = {k: on_top(rs, k, 0, 2) for k in ("RPA", "ALDAx")}
cuts = (8, 32, 128)
top = {k: [top_in[k] + on_top(rs, k, 2, c) for c in cuts] for k in top_in}
growth = (top["ALDAx"][2] - top["ALDAx"][1]) / (96 * kF)
assert close(growth, 1 / (2 * pi * kF**2), 5e-3)
assert abs(top["RPA"][2] - top_rpa) < abs(top["RPA"][1] - top_rpa)

# Energy tails and cutoffs for a fixed accuracy.
tails = [(c, energy(rs, "RPA", c, np.inf), energy(rs, "ALDAx", c, np.inf))
         for c in (4, 8, 16, 32, 64)]
assert close(tails[-1][1], -4 * n / (3 * (64 * kF)**3), 5e-3)
assert close(tails[-1][2], 1 / (3 * pi**2 * 64), 5e-3)
target = 1e-4
cut_rpa = brentq(lambda c: -energy(rs, "RPA", c, np.inf) - target, 2, 500)
cut_x = brentq(lambda c: energy(rs, "ALDAx", c, np.inf) - target, 5, 5000)

# Total correlation energies against the Perdew-Wang parametrization.
rows = []
for r in (1.0, 4.0, 10.0):
    ref = float(np.ravel(libxc.eval_xc("LDA_C_PW", np.array([gas(r)[0]]),
                                      spin=0, deriv=1)[0])[0])
    rpa = energy(r, "RPA", 0, 2) + energy(r, "RPA", 2, np.inf)
    inner, outer = energy(r, "ALDAx", 0, 2), energy(r, "ALDAx", 2, np.inf)
    assert rpa < ref < inner + outer
    assert abs(inner - ref) < abs(inner + outer - ref)
    rows.append((r, ref, rpa, inner + outer, inner, outer))
e_full = energy(rs, "ALDA", 0, 2) + energy(rs, "ALDA", 2, np.inf)

print(f"rs = {rs:.1f} bohr, n = {n:.6f} bohr^-3, kF = {kF:.5f} bohr^-1")
print(f"exchange kernel f_x = {f_x:.4f} Ha bohr^3")
print(f"coupling-averaged kernel, ALDAx = {f_x / 2:.4f} Ha bohr^3")
print(f"coupling-averaged kernel, ALDA = {f_mean_xc:.4f} Ha bohr^3")
print(f"high-density RPA slope: computed {log_slope:.5f} Ha,"
      f" exact {(1 - np.log(2)) / pi**2:.5f} Ha")
print("structure factor S (dimensionless): q/kF, RPA, ALDAx")
for x in (0.5, 1.0, 2.0, 3.0, 4.0, 8.0, 16.0):
    print(f"  {x:5.1f} {structure(x * kF, rs, 'RPA')[0]:12.3e}"
          f" {structure(x * kF, rs, 'ALDAx')[0]:12.3e}")
print("at q = 200 kF, computed and asymptotic:")
print(f"  RPA   q^4 S = {far**4 * s_far_rpa:.6f}, {-4*pi*n:.6f} bohr^-4")
print(f"  ALDAx q^2 S = {far**2 * s_far_x:.6f},"
      f" {pi*n/kF**2:.6f} bohr^-2")
print(f"  ALDA  q^2 S = {far**2 * s_far_xc:.6f},"
      f" {-2*n*f_mean_xc:.6f} bohr^-2")
print("pair function g_c (dimensionless): kF*r, r in bohr, RPA, ALDAx")
for rho, a, b in g_table:
    print(f"  {rho:5.2f} {rho / kF:8.4f} {a:9.4f} {b:10.4f}")
print(f"limit of r*g_c, ALDAx: transform {c_limit:.4f} bohr,"
      f" formula {1 / (4 * kF**2):.4f} bohr")
print(f"limit of r*g_c, ALDA formula: {-f_mean_xc / (2 * pi):.4f} bohr")
print("on-top g_c(0) summed to cutoff Q: Q/kF, RPA, ALDAx")
print(f"  {2:4d} {top_in['RPA']:9.4f} {top_in['ALDAx']:9.4f}")
for i, c in enumerate(cuts):
    print(f"  {c:4d} {top['RPA'][i]:9.4f} {top['ALDAx'][i]:9.4f}")
print(f"  RPA without cutoff: {top_rpa:.4f}")
print(f"  rALDA without cutoff: {top_in['ALDAx']:.4f}")
print("energy per electron beyond Q in mHa: Q/kF, RPA, ALDAx")
for c, a, b in tails:
    print(f"  {c:4d} {1e3 * a:12.6f} {1e3 * b:10.5f}")
print(f"cutoff for a tail of {1e3 * target:.1f} mHa:")
for label, c in (("RPA", cut_rpa), ("ALDAx", cut_x)):
    print(f"  {label}: Q = {c:.2f} kF, Q^2/2 = {(c * kF)**2 / 2:.2f} Ha")
print("correlation energy per electron in mHa:")
print("  rs, Perdew-Wang, RPA, ALDAx, rALDA, ALDAx part from q > 2 kF")
for row in rows:
    print(f"  {row[0]:4.1f}" + "".join(f" {1e3 * v:9.3f}" for v in row[1:]))
print(f"ALDA with correlation, rs = 4: {1e3 * e_full:.3f} mHa")
err = rows[1][3] - rows[1][1]
print(f"ALDAx error at rs = 4: {1e3*err:.3f} mHa = {err*HARTREE_EV:.3f} eV")
print("every check passed")
```

Output:

```
rs = 4.0 bohr, n = 0.003730 bohr^-3, kF = 0.47979 bohr^-1
exchange kernel f_x = -13.6473 Ha bohr^3
coupling-averaged kernel, ALDAx = -6.8237 Ha bohr^3
coupling-averaged kernel, ALDA = -7.4220 Ha bohr^3
high-density RPA slope: computed 0.03102 Ha, exact 0.03109 Ha
structure factor S (dimensionless): q/kF, RPA, ALDAx
    0.5   -1.833e-01   -1.794e-01
    1.0   -1.749e-01   -1.468e-01
    2.0   -5.590e-02    0.000e+00
    3.0   -1.121e-02    1.478e-02
    4.0   -3.523e-03    1.088e-02
    8.0   -2.172e-04    3.282e-03
   16.0   -1.352e-05    8.531e-04
at q = 200 kF, computed and asymptotic:
  RPA   q^4 S = -0.046875, -0.046875 bohr^-4
  ALDAx q^2 S = 0.050903, 0.050907 bohr^-2
  ALDA  q^2 S = 0.055367, 0.055371 bohr^-2
pair function g_c (dimensionless): kF*r, r in bohr, RPA, ALDAx
   1.00   2.0842   -0.3543    -0.2431
   0.10   0.2084   -1.0240     3.8025
   0.02   0.0417   -1.1049    24.5796
   0.01   0.0208   -1.1152    50.6245
limit of r*g_c, ALDAx: transform 1.0857 bohr, formula 1.0860 bohr
limit of r*g_c, ALDA formula: 1.1812 bohr
on-top g_c(0) summed to cutoff Q: Q/kF, RPA, ALDAx
     2   -0.4521   -0.2514
     8   -0.9594    1.2956
    32   -1.0841    9.1578
   128   -1.1152   40.9782
  RPA without cutoff: -1.1256
  rALDA without cutoff: -0.2514
energy per electron beyond Q in mHa: Q/kF, RPA, ALDAx
     4    -0.712516    7.86166
     8    -0.088270    4.15145
    16    -0.011004    2.10215
    32    -0.001375    1.05434
    64    -0.000172    0.52758
cutoff for a tail of 0.1 mHa:
  RPA: Q = 7.67 kF, Q^2/2 = 6.78 Ha
  ALDAx: Q = 337.73 kF, Q^2/2 = 13128.70 Ha
correlation energy per electron in mHa:
  rs, Perdew-Wang, RPA, ALDAx, rALDA, ALDAx part from q > 2 kF
   1.0   -59.774   -78.799   -47.412   -58.967    11.555
   4.0   -31.866   -46.806   -20.291   -31.967    11.677
  10.0   -18.572   -30.658    -7.514   -19.451    11.937
ALDA with correlation, rs = 4: -17.802 mHa
ALDAx error at rs = 4: 11.576 mHa = 0.315 eV
every check passed
```
